# Auger energy, effective hole-hole repulsion and the Chung–Jenkins estimate

## Form fixed by symmetry and dimension

An Auger decay fills a core hole $i$ and leaves two holes $j$ and $k$, while one electron escapes. The two final holes have a mutual interaction energy $U_{jk}$. The final state does not record which hole is named first, so $U_{jk}=U_{kj}$.

Suppose that this interaction is to be estimated from ionization energies alone. A missing electron acts on the others somewhat like one additional nuclear charge, so the natural quantities are the shifts

$$
\Delta_a=I_a(Z+1)-I_a(Z),\qquad a=j,k,
$$

where $I_a(Z)>0$ is the energy needed to remove an electron from shell $a$ of the element with atomic number $Z$. Assume that the estimate is linear in the two shifts, with fixed coefficients that are the same for every pair of shells. Symmetry then gives the shifts equal weights. Weights that depend on the shells, for example on which one lies farther out, would respect the symmetry as well; such a rule appears below for holes at very different radii. If the shifts are the only energies allowed to enter, dimensions forbid an additive constant. Hence

$$
U_{jk}\approx c(\Delta_j+\Delta_k),
$$

with $c$ a pure number. If both shifts equal the repulsion, the estimate must return that repulsion, which requires $c=\tfrac12$. This fixes the form of the Chung–Jenkins estimate. It does not show how good the estimate is; that depends on how closely a hole resembles an added proton.

## Exact energy balance

Let $E(0)$ be the total energy of the neutral atom, $E(a)$ that of the ion with one hole in $a$, and $E(jk)$ that of the ion with both final holes. If $j$ and $k$ belong to the same shell, two electrons are missing from it. Energies refer to an electron at rest far away, and

$$
I_a=E(a)-E(0).
$$

The initial hole state is assumed to be relaxed before it decays. Recoil of the ion and energy exchange with any other escaping electron are neglected. Energy conservation then gives the kinetic energy

$$
K=E(i)-E(jk).
$$

Define the effective repulsion as the part of the two-hole energy that is not the sum of two separate one-hole energies:

$$
\begin{aligned}
U_{jk}&=[E(jk)-E(0)]-[E(j)-E(0)]-[E(k)-E(0)]\\
&=E(jk)-E(j)-E(k)+E(0).
\end{aligned}
$$

Solving for the final energy and using $E(a)=E(0)+I_a$,

$$
E(jk)=E(j)+E(k)-E(0)+U_{jk}=E(0)+I_j+I_k+U_{jk}.
$$

Subtracting this from $E(i)=E(0)+I_i$ removes $E(0)$:

$$
\boxed{K=I_i-I_j-I_k-U_{jk}.}
$$

No approximation has been made beyond the description of the initial and final states. A positive $U_{jk}$ raises the final ion's energy and therefore lowers $K$. An error $\delta U$ in the repulsion gives an error $\delta K=-\delta U$.

Each energy here stands for the average over a configuration. Individual multiplet lines and spin-orbit components need further terms.

## What the effective repulsion contains

First keep all orbitals as they are in the neutral atom, and call the resulting energies $E^{\rm fr}$. Their second difference is

$$
F_{jk}=E^{\rm fr}(jk)-E^{\rm fr}(j)-E^{\rm fr}(k)+E(0).
$$

Kinetic energy and nuclear attraction are linear in the occupations, so they cancel in this difference. The electron-electron Coulomb energy is quadratic in the density. Removing normalized densities $q_j$ and $q_k$ leaves their cross term,

$$
F^0_{jk}=\iint\frac{q_j(\mathbf r)q_k(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
$$

in atomic units, where $e^2/(4\pi\varepsilon_0)=1$. For two holes in one shell the quadratic terms give $\tfrac12(2^2)-2\cdot\tfrac12=1$ times the same integral, so the formula still holds. Exchange adds a correction to $F^0_{jk}$.

The remaining orbitals then adjust. Define the relaxation energies by

$$
R_a=E^{\rm fr}(a)-E(a),\qquad R_{jk}=E^{\rm fr}(jk)-E(jk).
$$

Inserting $E=E^{\rm fr}-R$ into the definition of $U_{jk}$ gives

$$
U_{jk}=F_{jk}-(R_{jk}-R_j-R_k).
$$

For two holes in the same shell, linear response gives the size of the bracket. Let $x$ measure the orbital change, $g$ the force per hole and $\kappa$ the stiffness. For $n$ holes,

$$
E_n(x)=E_n^{\rm fr}-ngx+\tfrac12\kappa x^2.
$$

Setting $dE_n/dx=-ng+\kappa x=0$ gives $x=ng/\kappa$. Substitution lowers the energy by

$$
R_n=\frac{n^2g^2}{\kappa}-\frac{n^2g^2}{2\kappa}=\frac{n^2g^2}{2\kappa}.
$$

Two holes therefore relax four times as much as one. With $R_{jj}\approx4R_j$, the bracket is $4R_j-2R_j$, and

$$
U_{jj}\approx F_{jj}-2R_j.
$$

The effective repulsion is thus smaller than the frozen one because the other electrons respond to both holes together. The factor 4 holds to leading order; changes of $g$ and $\kappa$ with occupation correct it.

## Averaging the two removal orders

Let $I_k(j)=E(jk)-E(j)$ be the energy for removing $k$ when hole $j$ is already present, and let $I_j(k)$ have the corresponding meaning. The energy needed to make both holes can be written in two ways:

$$
E(jk)-E(0)=I_j+I_k(j)=I_k+I_j(k).
$$

Half the sum of the two expressions is still exact:

$$
E(jk)-E(0)=\tfrac12\left[I_j+I_j(k)+I_k+I_k(j)\right].
$$

Now make the equivalent-core replacement. The first hole is represented by one additional nuclear charge:

$$
I_k(j)\approx I_k(Z+1),\qquad I_j(k)\approx I_j(Z+1).
$$

Since $K=I_i-[E(jk)-E(0)]$, the result is

$$
\boxed{K\approx I_i(Z)-\frac{I_j(Z)+I_j(Z+1)}2-\frac{I_k(Z)+I_k(Z+1)}2.}
$$

Comparison with the exact balance identifies the implied repulsion as

$$
U_{jk}^{\rm CJ}=\tfrac12(\Delta_j+\Delta_k),
$$

the form found at the start. For two holes in the same shell it becomes $U_{jj}^{\rm CJ}=\Delta_j$, and

$$
K\approx I_i(Z)-I_j(Z)-I_j(Z+1).
$$

## When a hole resembles an added proton

Take spherically averaged orbitals with normalized radial densities $\rho_a(r)$. The missing electron $j$ removes a repulsion $v_j(r)$ felt by electron $k$, where

$$
v_j(r)=\int_0^\infty\frac{\rho_j(r')}{\max(r,r')}\,dr'.
$$

An added proton supplies the attraction $1/r$ instead. The integrands agree for $r'<r$, so the difference comes from the part of the hole outside $r$:

$$
\frac1r-v_j(r)=\int_r^\infty\rho_j(r')\left(\frac1r-\frac1{r'}\right)dr'\ge0.
$$

Averaging over electron $k$ gives

$$
F^0_{jk}\le\left\langle\frac1r\right\rangle_k.
$$

Because $F^0_{jk}$ is symmetric, it is also no greater than $\langle1/r\rangle_j$. In this static picture the proton acts too strongly in either removal order.

There are two useful cases.

1. **Hole $j$ far inside electron $k$.** Then $v_j(r)\approx1/r$ wherever $k$ is found, and $F^0_{jk}\approx\langle1/r\rangle_k$. The shift of the outer level is a good static estimate. The shift of the inner level is not, because a proton at the centre acts on the inner electron far more strongly than a distant outer hole does. With frozen orbitals, the average has an error of approximately
$$
\tfrac12\left(\langle1/r\rangle_j+\langle1/r\rangle_k\right)-\langle1/r\rangle_k
=\tfrac12\left(\langle1/r\rangle_j-\langle1/r\rangle_k\right).
$$
2. **Both holes in one shell.** The two shifts are equal, so averaging does no harm. The hole is as extended as the electron it acts on, however, and covers only part of the proton's attraction.

Relaxation and exchange also change when a hole is replaced by a proton. The static inequality therefore does not fix the sign of the complete error.

## Counting the outer electrons

The $Z+1$ system must have the same outer electrons as the atom with the first hole. For a free ion, the core hole leaves the valence shell unchanged. Its equivalent-core partner is the cation of element $Z+1$. The neutral $Z+1$ atom has one more valence electron, whose repulsion lowers the core ionization energy.

In a metal, conduction electrons can screen the hole. A simple limiting model lets each hole bring one valence electron onto the atom from a reservoir with electron energy $\mu$. Write $E(a;1)$ and $E(jk;2)$ for the atom with its holes and the added electrons. The costs of one and two screened holes, with the removed core electrons at rest in vacuum, are

$$
E(a;1)-\mu-E(0),\qquad E(jk;2)-2\mu-E(0).
$$

Subtracting the two one-hole costs from the two-hole cost gives

$$
U^{\rm s}_{jk}=E(jk;2)-E(j;1)-E(k;1)+E(0).
$$

The reservoir energy has cancelled: $-2\mu+\mu+\mu=0$. The equivalent-core partner is now the neutral $Z+1$ atom, and its own core hole must be screened in the same way.

For binding energies measured from the Fermi level, the core electron is deposited at $\mu$ and the screening electron is taken from $\mu$. Thus $B_a=E(a;1)-E(0)$, and the Auger energy above the Fermi level is

$$
K_{\rm F}=E(i;1)-E(jk;2)=B_i-B_j-B_k-U^{\rm s}_{jk}.
$$

To refer it to the vacuum level outside the metal, subtract the work function. Binding energies taken from two pure metals add a further approximation: a $Z+1$ atom in its own metal replaces a $Z+1$ atom in the host metal $Z$.

## Worked case: a 2p hole in ruthenium

Consider a free Ru atom with outer configuration $4d^75s^1$. A $2p$ hole decays to two $3d$ holes, and element $Z+1$ is rhodium. The level of theory is nonrelativistic, spin-restricted Kohn–Sham theory with a spherical density and local Dirac exchange. Correlation, relativity, spin-orbit splitting and multiplets are left out, so the numbers assess the estimate within this model and do not predict measured lines.

The radial equations were solved on a Gauss–Lobatto grid extending to 30 bohr. Each hole configuration was made self-consistent at fixed occupations, and ionization energies were taken as total-energy differences. Values below are rounded separately, so sums can differ by 0.1 eV.

For Ru, $I_{2p}=2839.0$ eV and $I_{3d}=292.0$ eV. Without hole-hole repulsion the Auger energy would be

$$
2839.0-2(292.0)\approx2254.9\ \text{eV}.
$$

With one $3d$ hole present, the next $3d$ removal costs 326.9 eV. Therefore $U_{3d,3d}=34.8$ eV, and

$$
K=2254.9-34.8=2220.1\ \text{eV}.
$$

The frozen repulsion is $F=63.2$ eV, made up of the Coulomb integral $F^0=64.5$ eV and an exchange correction of about $-1.3$ eV. One hole relaxes by 15.5 eV and two holes by 59.4 eV, a ratio of 3.83 instead of 4. The relaxation part of the repulsion is $59.4-2(15.5)=28.4$ eV, which gives

$$
U=63.2-28.4=34.8\ \text{eV}.
$$

The leading-order form $F-2R_j$ would give $63.2-31.0=32.2$ eV.

**Free ion.** The matched partner, Rh$^+$ with $4d^75s^1$, has $I_{3d}=333.8$ eV. The estimated repulsion is $333.8-292.0=41.8$ eV, which is 7.0 eV, or 20%, above the model's own $U$. The corresponding Auger energy is 2213.1 eV.

Neutral Rh, $4d^85s^1$, has $I_{3d}=320.3$ eV. It gives a repulsion of 28.3 eV and an Auger energy of 2226.6 eV. This repulsion is 6.5 eV too low, an error of nearly the same size as before. The additional $4d$ electron lowers the estimate by 13.5 eV, which more than offsets the 7.0 eV excess of the matched estimate. Matching the outer configuration makes the comparison consistent, but here it does not improve the number: the matched error of 7.0 eV is slightly larger than the 6.5 eV error with neutral Rh, which results from two effects of opposite sign in this example.

**Screened holes.** Adding one $4d$ electron per hole reduces the repulsion to $U^{\rm s}=20.1$ eV. The matched estimate, from neutral Rh with its own hole screened, is 27.3 eV. It is again about 7 eV too high, now 35% of the smaller repulsion.

**Effect of hole depth.** The average proton attraction on a Ru $3d$ electron, $\langle1/r\rangle_{3d}$, is 86.9 eV. The static potential of a $2p$ hole supplies 97.6% of it, and that of a $3d$ hole 74.2%. The missing quarter amounts to 22.4 eV, much more than the 7.0 eV error of the free-ion estimate. The static deficit therefore cannot be used as the error of the relaxed calculation.

**Unlike shells.** For one $2p$ and one $3d$ hole, the directly calculated repulsion is 44.0 eV. From Ru to Rh$^+$ the $2p$ level shifts by 179.1 eV and the $3d$ level by 41.8 eV. Their average is

$$
\tfrac12(179.1+41.8)\approx110.5\ \text{eV},
$$

which is 66.5 eV too high. The outer-level shift alone is 2.2 eV too low. Its sign is opposite to that of the static argument, because relaxation outweighs the small static excess. With frozen orbitals the proton exceeds the hole by 2.1 eV in the Coulomb term and by a further 0.7 eV through exchange, while relaxation lowers the proton shift by 45.1 eV and the hole repulsion by only 40.0 eV.

## Use in a calculation

1. Decide whether the holes are unscreened or screened, and use one energy reference throughout.
2. Choose the $Z+1$ system with the same outer configuration as the atom with its first hole. The same number of outer electrons does not give the same estimate if they occupy different shells: Rh$^+$ with $4d^8$ gives 36.6 eV for two $3d$ holes in Ru, against 41.8 eV with $4d^75s^1$. Matching makes the comparison consistent but does not guarantee the smaller error; here the unmatched value lies closer to $U=34.8$ eV.
3. For two holes in the same shell, use $U\approx\Delta_j$. In the Ru model this leaves an error of about 7 eV for two $3d$ holes, but of 16 eV (50%) for two $3p$ holes and 63 eV (55%) for two $2p$ holes. For the $2p$, $3p$, $3d$, $4p$ and $4d$ shells the estimate is too high in each case, by 14% to 55%.
4. For holes at very different radii, replace the average by the shift of the outer level. In the Ru model its error is 5% or less for the pairs $1s,3d$; $2p,3d$; $2p,4d$ and $3d,4d$, where $F^0_{jk}$ exceeds 93% of $\langle1/r\rangle_k$. It grows to 9% for $3d,4p$ and 17% for $2p,3p$, where that fraction is 87% to 88%.
5. If errors of several electronvolts matter, calculate $E(jk)$ directly and use the exact balance.

All these forms assume that both holes remain on the same atom. If one moves away during the decay, $E(jk)$ is no longer the energy of the actual final state, and a local value of $U_{jk}$ does not describe the line.
